# Retarded Self-Energy and Broadening of a Semi-Infinite Chain: verification in Python

```python
# Result under test: a semi-infinite nearest-neighbour chain (on-site energy e0,
# real hopping h, spacing a), joined to a device by the same hopping h, adds the
# retarded self-energy Sigma = h*exp(i*ka) to the last device site, where
# x = E - e0 = 2*h*cos(ka) and k is the outgoing wave. In the band the broadening
# Gamma = -2*Im(Sigma) equals hbar*v/a, with v the group velocity.
# Energies are in eV, lengths in nm, times inside tests in hbar/eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.special import j1

HBAR = const.hbar / const.e            # eV s
KB = const.k / const.e                 # eV/K


def outgoing_phase(x, h):
    """Phase ka of the in-band Bloch wave that moves to the right."""
    return -np.sign(h) * np.arccos(x / (2 * h))


def self_energy(x, h):
    """Retarded self-energy for real or complex x (positive imaginary part)."""
    if np.imag(x) == 0 and abs(x) < 2 * abs(h):
        return h * np.exp(1j * outgoing_phase(np.real(x), h))
    z = x / (2 * h)
    s = np.sqrt(complex(z * z - 1))
    return h * min((z + s, z - s), key=abs)


def corner_green(x, h, onsite_device, n_lead):
    """Device block of the Green function, solved on device plus finite lead."""
    nd = len(onsite_device)
    n = nd + n_lead
    ab = np.zeros((3, n), dtype=complex)
    ab[0, 1:] = -h
    ab[2, :-1] = -h
    ab[1] = x
    ab[1, :nd] -= onsite_device
    m = max(nd, 1)
    rhs = np.zeros((n, m), dtype=complex)
    rhs[np.arange(m), np.arange(m)] = 1
    return solve_banded((1, 1), ab, rhs)[:m]


def evolve(diagonal, off_diagonal, psi, time):
    """Exact time evolution on a finite chain by diagonalization."""
    w, u = eigh_tridiagonal(diagonal, off_diagonal)
    return u @ (np.exp(-1j * w * time) * (u.T @ psi))


# ---------- parameters of the example (rough typical values) ----------
mass = 0.20                # effective mass / electron mass
a = 0.50                   # grid spacing, nm
width = 5.0                # side of the square wire, nm
energy = 0.10              # energy above the lowest subband bottom, eV
temperature = 300.0        # K
mobility = 200.0           # cm2/Vs
alpha = 0.5                # nonparabolicity, 1/eV
heavy_mass = 0.9           # alternative transport mass / electron mass
bond_ratio = 0.8           # contact hopping / chain hopping

h2m = const.hbar**2 / (2 * mass * const.m_e) / const.e * 1e18   # eV nm2
t = h2m / a**2
h = -t
x = energy - 2 * t
ka = outgoing_phase(x, h)
sigma = self_energy(x, h)
gamma = -2 * sigma.imag
velocity = gamma * a * 1e-9 / HBAR     # m/s

# ---------- test: self-energy from direct solution of long chains ----------
eta = 1e-4
worst_limit = 0.0
for hop in (-t, t):
    for xv in (x, 0.5 * t, 1.6 * t, 2.2 * t, -2.2 * t):
        surface = corner_green(xv + 1j * eta, hop, np.array([]), 200000)[0, 0]
        diff = abs(hop**2 * surface - self_energy(xv, hop))
        worst_limit = max(worst_limit, diff)
# the remaining difference is first order in the small imaginary energy eta
assert worst_limit < 5 * eta

# ---------- test: elimination leaves the device Green function unchanged ----
worst_device = 0.0
levels = np.array([0.10, -0.20, 0.05])
for hop in (-t, t):
    for xv in (x, 0.5 * t, 2.2 * t):
        xc = xv + 0.02j
        direct = corner_green(xc, hop, levels, 3000)
        h_eff = np.diag(levels).astype(complex)
        h_eff += hop * (np.eye(3, k=1) + np.eye(3, k=-1))
        h_eff[2, 2] += self_energy(xc, hop)
        reduced = np.linalg.inv(xc * np.eye(3) - h_eff)
        worst_device = max(worst_device, np.max(abs(direct - reduced)))
assert worst_device < 1e-9

# ---------- test: broadening against the speed of a real wave packet --------
n_sites, start, spread = 900, 250, 40.0
sites = np.arange(n_sites)
packet_rates = []
for hop in (-t, t):
    phase = outgoing_phase(x, hop)
    psi = np.exp(-(sites - start)**2 / (4 * spread**2) + 1j * phase * sites)
    psi = psi / np.linalg.norm(psi)
    duration = 300 / gamma
    later = evolve(np.zeros(n_sites), np.full(n_sites - 1, hop), psi, duration)
    shift = np.sum(sites * (abs(later)**2 - abs(psi)**2))
    packet_rates.append(shift / duration)          # hbar*v/a in eV
    assert abs(packet_rates[-1] / (-2 * self_energy(x, hop).imag) - 1) < 1e-3
packet_velocity = packet_rates[0] * a * 1e-9 / HBAR

# ---------- test: current and transmission by wave matching -----------------
def match_waves(hc):
    """Incoming unit wave on sites n<=0, bond hc between sites 0 and 1."""
    p = np.exp(1j * ka)
    matrix = np.array([[x - h * p, -hc * p],
                       [-hc, x * p - h * p**2]])
    source = np.array([-x + h / p, hc])
    reflected, transmitted = np.linalg.solve(matrix, source)
    return 1 + reflected, transmitted * p, abs(transmitted)**2


transmissions = {}
for ratio in (1.0, bond_ratio, 0.4):
    hc = ratio * h
    psi0, psi1, trans = match_waves(hc)
    sigma_right = ratio**2 * sigma
    gamma_right = -2 * sigma_right.imag
    current = 2 * hc * np.imag(np.conj(psi1) * psi0)
    assert abs(current - gamma_right * abs(psi0)**2) < 1e-10
    green = 1 / (x - sigma - sigma_right)
    assert abs(gamma * gamma_right * abs(green)**2 - trans) < 1e-10
    r, s2 = ratio**2, np.sin(ka)**2
    assert abs(4 * r * s2 / ((1 - r)**2 + 4 * r * s2) - trans) < 1e-10
    transmissions[ratio] = trans

# ---------- test: when the broadening is, and is not, a decay rate ----------
n_decay = 600
first = np.zeros(n_decay)
first[0] = 1
weak = 0.1
diagonal = np.zeros(n_decay)
diagonal[0] = x - weak**2 * sigma.real
bonds = np.full(n_decay - 1, h)
bonds[0] = weak * h
weak_survival = abs(evolve(diagonal, bonds, first,
                           1 / (weak**2 * gamma))[0])**2
# corrections are of the order of the squared coupling ratio
assert abs(weak_survival - np.exp(-1)) < 0.02
full_time = 1 / (2 * t)
full_survival = abs(evolve(np.zeros(n_decay), np.full(n_decay - 1, h),
                           first, full_time)[0])**2
assert abs(full_survival - (j1(2 * t * full_time) / (t * full_time))**2) < 1e-9
assert full_survival > 1.5 * np.exp(-1)

# ---------- evanescent case, same distance below the subband bottom ---------
sigma_below = self_energy(-energy - 2 * t, h)
assert abs(sigma_below.imag) < 1e-12
tail_factor = (sigma_below / h).real
tail_length = -a / np.log(tail_factor)

# ---------- grid dependence ----------
def parabolic_velocity(m_rel):
    return np.sqrt(2 * energy * const.e / (m_rel * const.m_e))


v_continuum = parabolic_velocity(mass)
assert abs(velocity / v_continuum - np.sqrt(1 - energy / (4 * t))) < 1e-10
a_fine = a / 2
t_fine = h2m / a_fine**2
gamma_fine = -2 * self_energy(energy - 2 * t_fine, -t_fine).imag
velocity_fine = gamma_fine * a_fine * 1e-9 / HBAR
assert abs(velocity_fine - v_continuum) < 0.3 * abs(velocity - v_continuum)

# ---------- sizes of neglected effects ----------
kt = KB * temperature


def window(e):
    return 1 / (4 * kt * np.cosh((e - energy) / (2 * kt))**2)


top = energy + 30 * kt
share = quad(window, 0, top, points=[energy], limit=200)[0]
assert abs(share - 1 / (1 + np.exp(-energy / kt))) < 1e-7
gamma_thermal = quad(lambda e: -2 * self_energy(e - 2 * t, h).imag * window(e),
                     0, top, points=[energy], limit=200)[0]

confinement = h2m * 2 * (np.pi / width)**2
subband_gap = h2m * 3 * (np.pi / width)**2


def bent_band(kinetic):
    """Energy from the bulk edge when E*(1+alpha*E) equals the kinetic term."""
    return (-1 + np.sqrt(1 + 4 * alpha * kinetic)) / (2 * alpha)


bottom = bent_band(confinement)
gap_bent = bent_band(confinement + subband_gap) - bottom
e_total = bottom + energy
k_bent = np.sqrt((e_total * (1 + alpha * e_total) - confinement) / h2m)
dk = 1e-4
slope = (bent_band(confinement + h2m * (k_bent + dk)**2)
         - bent_band(confinement + h2m * (k_bent - dk)**2)) / (2 * dk)
v_bent = slope * 1e-9 / HBAR
occupation = 1 / (1 + np.exp((subband_gap - energy) / kt))
occupation_bent = 1 / (1 + np.exp((gap_bent - energy) / kt))

tau = mobility * 1e-4 * mass * const.m_e / const.e      # s
eta_scatter = HBAR / (2 * tau)
sigma_scatter = self_energy(x + 1j * eta_scatter, h)
gamma_scatter = -2 * sigma_scatter.imag
free_path = velocity * tau * 1e9
path_from_phase = -a / np.log(abs(sigma_scatter / h)**2)
# the two differ at second order in scattering width over energy
assert abs(path_from_phase / free_path - 1) < 0.03
density = 2 * (ka / a) / np.pi / width**2 * 1e21       # cm^-3, one valley, T=0


def percent(new, old):
    return 100 * (new / old - 1)


print(f"effective mass: {mass:.2f} m0; grid spacing a: {a:.2f} nm")
print(f"wire side: {width:.1f} nm; temperature: {temperature:.0f} K")
print(f"energy above subband bottom: {energy:.3f} eV")
print(f"hbar^2/(2m): {h2m:.5f} eV nm2")
print(f"t = -h: {t:.4f} eV; full band width 4t: {4*t:.4f} eV")
print(f"x = E - e0: {x:.4f} eV; cos(ka): {np.cos(ka):.5f}")
print(f"ka: {ka:.4f} rad; k: {ka/a:.4f} 1/nm; sin(ka): {np.sin(ka):.5f}")
print(f"Re Sigma: {sigma.real:.4f} eV; Im Sigma: {sigma.imag:.4f} eV")
print(f"broadening Gamma: {gamma:.4f} eV")
print(f"group velocity Gamma*a/hbar: {velocity:.4e} m/s")
print(f"escape rate Gamma/hbar: {gamma/HBAR:.4e} 1/s")
print(f"wave-packet velocity: {packet_velocity:.4e} m/s")
print(f"long-chain check, small imaginary energy: {eta:.1e} eV")
print(f"long-chain check, largest Sigma difference: {worst_limit:.1e} eV")
print(f"device check, largest Green difference: {worst_device:.1e} 1/eV")
print(f"same energy below bottom, Sigma: {sigma_below.real:.4f} eV")
print(f"below bottom, amplitude factor per site: {tail_factor:.4f}")
print(f"below bottom, amplitude decay length: {tail_length:.3f} nm")
print(f"weak level, coupling ratio: {weak:.2f}")
print(f"weak level, survival after hbar/Gamma_weak: {weak_survival:.4f}")
print(f"exponential law would give: {np.exp(-1):.4f}")
print(f"full coupling at band centre, survival at hbar/(2t): "
      f"{full_survival:.4f}")
print(f"fine grid: a = {a_fine:.2f} nm, t = {t_fine:.4f} eV")
print(f"fine grid Gamma: {gamma_fine:.4f} eV")
print(f"fine grid velocity: {velocity_fine:.4e} m/s")
print(f"continuum velocity: {v_continuum:.4e} m/s")
print(f"grid error of velocity, coarse: {percent(velocity, v_continuum):.2f} %")
print(f"grid error of velocity, fine: "
      f"{percent(velocity_fine, v_continuum):.2f} %")
print(f"kT: {kt:.5f} eV; energy/kT: {energy/kt:.2f}")
print(f"thermal window inside band: {100*share:.2f} %")
print(f"thermally averaged Gamma: {gamma_thermal:.4f} eV "
      f"({percent(gamma_thermal, gamma):.1f} %)")
print(f"electron density, one valley, T=0: {density:.2e} cm^-3")
print(f"second subband above first: {subband_gap:.4f} eV")
print(f"second subband bottom occupation: {occupation:.2e}")
print(f"nonparabolicity: {alpha:.2f} 1/eV")
print(f"nonparabolic subband spacing: {gap_bent:.4f} eV")
print(f"nonparabolic second-subband occupation: {occupation_bent:.2e}")
print(f"nonparabolic velocity: {v_bent:.4e} m/s "
      f"({percent(v_bent, v_continuum):.1f} % from continuum)")
print(f"transport mass {heavy_mass:.2f} m0, continuum velocity change: "
      f"{percent(parabolic_velocity(heavy_mass), v_continuum):.1f} %")
print(f"mobility: {mobility:.0f} cm2/Vs; scattering time: {tau*1e15:.2f} fs")
print(f"scattering half-width hbar/(2 tau): {eta_scatter:.5f} eV")
print(f"Gamma with scattering in lead: {gamma_scatter:.4f} eV "
      f"({percent(gamma_scatter, gamma):.1f} %)")
print(f"mean free path v*tau: {free_path:.2f} nm")
print(f"contact bond ratio hc/h: {bond_ratio:.2f}")
print(f"weakened-bond Gamma: {bond_ratio**2*gamma:.4f} eV")
print(f"transmission, equal bond: {transmissions[1.0]:.4f}")
print(f"transmission, weakened bond: {transmissions[bond_ratio]:.4f}")
print("verified")
```

Output:

```
effective mass: 0.20 m0; grid spacing a: 0.50 nm
wire side: 5.0 nm; temperature: 300 K
energy above subband bottom: 0.100 eV
hbar^2/(2m): 0.19050 eV nm2
t = -h: 0.7620 eV; full band width 4t: 3.0480 eV
x = E - e0: -1.4240 eV; cos(ka): 0.93438
ka: 0.3643 rad; k: 0.7285 1/nm; sin(ka): 0.35627
Re Sigma: -0.7120 eV; Im Sigma: -0.2715 eV
broadening Gamma: 0.5430 eV
group velocity Gamma*a/hbar: 4.1245e+05 m/s
escape rate Gamma/hbar: 8.2489e+14 1/s
wave-packet velocity: 4.1241e+05 m/s
long-chain check, small imaginary energy: 1.0e-04 eV
long-chain check, largest Sigma difference: 1.4e-04 eV
device check, largest Green difference: 2.7e-15 1/eV
same energy below bottom, Sigma: -0.5315 eV
below bottom, amplitude factor per site: 0.6975
below bottom, amplitude decay length: 1.388 nm
weak level, coupling ratio: 0.10
weak level, survival after hbar/Gamma_weak: 0.3697
exponential law would give: 0.3679
full coupling at band centre, survival at hbar/(2t): 0.7746
fine grid: a = 0.25 nm, t = 3.0480 eV
fine grid Gamma: 1.0996 eV
fine grid velocity: 4.1766e+05 m/s
continuum velocity: 4.1938e+05 m/s
grid error of velocity, coarse: -1.65 %
grid error of velocity, fine: -0.41 %
kT: 0.02585 eV; energy/kT: 3.87
thermal window inside band: 97.95 %
thermally averaged Gamma: 0.5236 eV (-3.6 %)
electron density, one valley, T=0: 1.86e+19 cm^-3
second subband above first: 0.2256 eV
second subband bottom occupation: 7.70e-03
nonparabolicity: 0.50 1/eV
nonparabolic subband spacing: 0.1831 eV
nonparabolic second-subband occupation: 3.86e-02
nonparabolic velocity: 3.6887e+05 m/s (-12.0 % from continuum)
transport mass 0.90 m0, continuum velocity change: -52.9 %
mobility: 200 cm2/Vs; scattering time: 22.74 fs
scattering half-width hbar/(2 tau): 0.01447 eV
Gamma with scattering in lead: 0.5300 eV (-2.4 %)
mean free path v*tau: 9.38 nm
contact bond ratio hc/h: 0.80
weakened-bond Gamma: 0.3475 eV
transmission, equal bond: 1.0000
transmission, weakened bond: 0.7149
verified
```
